# Kerr-effect rise of permanent dipoles after a weak field step: a numerical check

```python
"""Kerr-effect rise of permanent dipoles after a weak field step.

Result under test, to lowest order in xi:
    <P2>(t) = (xi^2/15) * [1 - (3/2) exp(-2 D t) + (1/2) exp(-6 D t)]
x     cosine of the angle between dipole axis and field
xi    dipole energy mu*E divided by kT
q     induced energy scale (polarizability anisotropy)*E^2 divided by kT
D     rotational diffusion coefficient of the axis, 1/s
P1,P2 Legendre polynomials of x; tau = D*t is the reduced time
The reference is a finite-volume solution of the full diffusion equation
    df/dtau = d/dx[(1-x^2)(df/dx - (xi + q x) f)].
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import simpson, solve_ivp
from scipy.linalg import expm
from scipy.optimize import brentq


def rise(tau):
    return 1 - 1.5*np.exp(-2*tau) + 0.5*np.exp(-6*tau)


def rise_with_induced(tau, r):
    """r = xi^2/q, permanent over induced orientation."""
    return (1 - 1.5*r/(r + 1)*np.exp(-2*tau)
            + (r - 2)/(2*(r + 1))*np.exp(-6*tau))


# ---------- full diffusion equation on a grid in x ----------
CELLS, STEP, NSTEPS = 300, 0.01, 800
h = 2.0/CELLS
edges = np.linspace(-1, 1, CELLS + 1)
centres = 0.5*(edges[1:] + edges[:-1])
weight_p1 = h*centres
weight_p2 = h*(1.5*(centres**2 + h*h/12) - 0.5)   # exact cell means of P2
taus = STEP*np.arange(NSTEPS + 1)


def evolve(xi, q=0.0, start=None):
    generator = np.zeros((CELLS, CELLS))
    for i in range(CELLS - 1):
        xe = edges[i + 1]
        drift = 0.5*(xi + q*xe)
        left = (1 - xe*xe)*(1/h + drift)       # flux to the right per f[i]
        right = (1 - xe*xe)*(-1/h + drift)     # flux to the right per f[i+1]
        generator[i, i] -= left/h
        generator[i, i + 1] -= right/h
        generator[i + 1, i] += left/h
        generator[i + 1, i + 1] += right/h
    propagator = expm(STEP*generator)
    f = np.full(CELLS, 0.5) if start is None else start.copy()
    p1, p2 = [weight_p1 @ f], [weight_p2 @ f]
    for _ in range(NSTEPS):
        f = propagator @ f
        p1.append(weight_p1 @ f)
        p2.append(weight_p2 @ f)
    return np.array(p1), np.array(p2), f


# Projection of the diffusion operator on Legendre polynomials, symbolic
xs, xis = sp.symbols('x xi')
for n in range(1, 6):
    p = sp.legendre(n, xs)
    flow = (1 - xs**2)*sp.diff(p, xs)
    from_operator = sp.diff(flow, xs) + xis*flow
    hierarchy = (-n*(n + 1)*p + xis*sp.Rational(n*(n + 1), 2*n + 1)
                 * (sp.legendre(n - 1, xs) - sp.legendre(n + 1, xs)))
    assert sp.expand(from_operator - hierarchy) == 0

# Weak-field limit: remove the next order in xi^2 using two field strengths
xa, xb = 0.2, 0.4
p1a, p2a, final_a = evolve(xa)
p1b, p2b, final_b = evolve(xb)
scaled_a, scaled_b = p2a/(xa**2/15), p2b/(xb**2/15)
grid_rise = (4*scaled_a - scaled_b)/3
grid_polar = (4*p1a/(xa/3) - p1b/(xb/3))/3
error_rise = np.max(np.abs(grid_rise - rise(taus)))
error_polar = np.max(np.abs(grid_polar - (1 - np.exp(-2*taus))))
assert error_rise < 5e-4      # remaining fourth order in xi and grid error
assert error_polar < 5e-4
order_ratio = (1 - scaled_b[-1])/(1 - scaled_a[-1])
assert abs(order_ratio - 4) < 0.15

# Early rise: quadratic for permanent, linear for induced dipoles
assert abs(scaled_a[1]/(6*STEP**2) - 1) < 0.03   # next term is -8*tau/3
_, p2_induced, _ = evolve(0.0, 0.005)
assert abs(p2_induced[1]/(0.005/15)/(6*STEP) - 1) < 0.04  # next: -3*tau

# Mixed permanent and induced response
xi_mix, q_mix = 0.05, 0.005
_, p2_mix, _ = evolve(xi_mix, q_mix)
mixed = p2_mix/((xi_mix**2 + q_mix)/15)
assert np.max(np.abs(mixed - rise_with_induced(taus, xi_mix**2/q_mix))) < 2e-3

# Free decay and the areas of rise and decay
_, p2_off, _ = evolve(0.0, 0.0, final_a)
decay = p2_off/p2_off[0]
assert np.max(np.abs(decay - np.exp(-6*taus))) < 1e-6
area_rise = simpson(1 - p2a/p2a[-1], x=taus)
area_decay = simpson(decay, x=taus)
assert abs(area_rise/area_decay - 4) < 0.05      # finite xi shifts it slightly

# Boltzmann averages by quadrature: steady state and finite-field correction
nodes, gauss = np.polynomial.legendre.leggauss(40)


def boltzmann_p2(xi):
    w = gauss*np.exp(xi*nodes)
    return np.sum(w*(1.5*nodes**2 - 0.5))/np.sum(w)


assert abs(p2b[-1]/boltzmann_p2(xb) - 1) < 3e-4
loss = 1 - boltzmann_p2(0.3)/(0.3**2/15)
assert abs(loss/(2*0.3**2/21) - 1) < 0.02

# Orientation averages on the full sphere
phi = 2*np.pi*np.arange(32)/32
cz, ph = np.meshgrid(nodes, phi, indexing='ij')
ux, uz = np.sqrt(1 - cz**2)*np.cos(ph), cz
sphere = np.repeat(gauss[:, None], len(phi), axis=1)
w = sphere*np.exp(0.3*uz)
assert abs(np.sum(w*(uz**2 - ux**2))/np.sum(w) - boltzmann_p2(0.3)) < 1e-12
tilt = np.radians(10.0)
w = sphere*np.exp(0.05*(np.sin(tilt)*ux + np.cos(tilt)*uz))
tilt_factor = np.sum(w*(1.5*uz**2 - 0.5))/np.sum(w)/(0.05**2/15)
assert abs(tilt_factor - (1.5*np.cos(tilt)**2 - 0.5)) < 1e-3

# Characteristic reduced times
tau_half = brentq(lambda s: rise(s) - 0.5, 0.01, 5)
tau_10 = brentq(lambda s: rise(s) - 0.1, 0.001, 5)
tau_90 = brentq(lambda s: rise(s) - 0.9, 0.01, 5)
assert abs(np.exp(-2*tau_half) - 2*np.cos(np.radians(80))) < 1e-9
assert abs(np.interp(tau_half, taus, grid_rise) - 0.5) < 1e-3

# ---------- worked example: rough typical inputs ----------
T = 298.0                       # K
dipole_debye = 5.0              # D
D = 2.0e7                       # 1/s
field_MV_cm = 0.05              # MV/cm
aniso_nm3 = 0.020               # polarizability-volume anisotropy, nm^3
mass_conc = 30.0                # kg/m^3
molar_mass = 0.249              # kg/mol
length_nm = 1.8                 # nm
eps_solvent = 2.1               # also used as squared refractive index
wavelength_nm = 633.0           # nm
kerr_solvent = 1.0e-15          # m/V^2, rough for a saturated oil
edge_ns = 1.0                   # voltage edge time constant, ns
breakdown_MV_cm = 0.2           # rough dc strength, MV/cm
activation_eV = 0.3             # rough activation energy of D
jump_deg = 30.0                 # trial size of angular jumps

kT = const.k*T
mu = dipole_debye*1e-21/const.c
E = field_MV_cm*1e8
xi = mu*E/kT
p2_steady = xi**2/15
number_density = mass_conc/molar_mass*const.N_A
alpha_aniso = 4*np.pi*const.epsilon_0*aniso_nm3*1e-27
n_ref = np.sqrt(eps_solvent)
delta_n = number_density*alpha_aniso*p2_steady/(2*n_ref*const.epsilon_0)
ns = 1e9/D                      # ns per unit of reduced time

# Neglected effects
finite_field = 1 - boltzmann_p2(xi)/p2_steady
induced_ratio = alpha_aniso*kT/mu**2
induced_shape = np.max(np.abs(rise_with_induced(taus, 1/induced_ratio)
                              - rise(taus)))
# empty spherical cavity: match potential and normal displacement
cavity = np.linalg.solve([[1, 1], [-1, 2*eps_solvent]], [1, -eps_solvent])[0]
assert abs(cavity - 3*eps_solvent/(2*eps_solvent + 1)) < 1e-12
coupling = (mu**2*number_density
            / (4*np.pi*const.epsilon_0*eps_solvent*kT))
solvent_dn = wavelength_nm*1e-9*kerr_solvent*E**2
inertia = molar_mass/const.N_A*(length_nm*1e-9)**2/12
friction_time = inertia*D/kT


def edge_response(edge_tau):
    """Normalised P2 when the field rises as 1-exp(-tau/edge_tau)."""
    def rates(s, a):
        field = 1 - np.exp(-s/edge_tau)
        return [-2*a[0] + 2*field/3, -6*a[1] + 1.2*field*a[0]]
    return solve_ivp(rates, (0, 3), [0, 0], method='Radau', rtol=1e-8,
                     atol=1e-11, dense_output=True).sol


fast = edge_response(1e-4)
sample = np.linspace(0.05, 3, 60)
assert np.max(np.abs(15*fast(sample)[1] - rise(sample))) < 1e-3
slow = edge_response(edge_ns/ns)
half_edge = brentq(lambda s: 15*slow(s)[1] - 0.5, 0.01, 2.9)

# Rates for jumps of fixed angle in random directions
jump = np.radians(jump_deg)
c0 = 0.8
after = c0*np.cos(jump) + np.sqrt(1 - c0**2)*np.sin(jump)*np.cos(phi)
rate1 = 1 - np.mean(after)/c0
rate2 = 1 - np.mean(1.5*after**2 - 0.5)/(1.5*c0**2 - 0.5)
assert abs(rate2/rate1 - 1.5*(1 + np.cos(jump))) < 1e-10
warm = np.exp(activation_eV*const.e/const.k*(1/T - 1/(T + 1))) - 1

assert xi**2 < 0.01 and friction_time*D < 1e-3 and E < breakdown_MV_cm*1e8

print("TESTS ON THE FULL DIFFUSION EQUATION")
print(f"largest error of rise formula: {error_rise:.1e}")
print(f"largest error of P1 formula: {error_polar:.1e}")
print(f"finite-field deviation ratio, xi 0.4 to 0.2: {order_ratio:.3f}")
print(f"area ratio rise/decay at xi 0.2: {area_rise/area_decay:.3f}")
print("INPUTS (rough)")
print(f"temperature: {T:.0f} K; dipole: {dipole_debye:.1f} D")
print(f"D: {D:.1e} 1/s; field: {field_MV_cm:.2f} MV/cm")
print(f"polarizability-volume anisotropy: {aniso_nm3:.3f} nm^3")
print(f"solute: {mass_conc:.0f} kg/m^3; {molar_mass:.3f} kg/mol")
print(f"molecule length: {length_nm:.1f} nm")
print(f"solvent permittivity: {eps_solvent:.1f}; index: {n_ref:.3f}")
print(f"wavelength: {wavelength_nm:.0f} nm")
print(f"solvent Kerr constant: {kerr_solvent:.1e} m/V^2")
print("RESULTS")
print(f"kT: {kT/const.e*1e3:.2f} meV; mu*E: {mu*E/const.e*1e3:.3f} meV")
print(f"xi: {xi:.5f}; steady P2: {p2_steady:.3e}")
print(f"number density: {number_density*1e-27:.4f} nm^-3")
print(f"steady birefringence, no local field: {delta_n:.2e}")
print(f"1/(2D): {ns/2:.2f} ns; 1/(6D): {ns/6:.2f} ns")
print(f"half-rise D*t: {tau_half:.4f}; time: {tau_half*ns:.2f} ns")
print(f"10-90 % rise time: {(tau_90 - tau_10)*ns:.2f} ns")
print(f"half-decay time: {np.log(2)/6*ns:.2f} ns")
print("t/ns | P1 rise | P2 formula | P2 grid | P2 decay")
for t_ns in (5, 10, 25, 50, 100):
    s = t_ns/ns
    k = int(round(s/STEP))
    print(f"{t_ns:4d} | {1-np.exp(-2*s):.4f} | {rise(s):.4f} | "
          f"{grid_rise[k]:.4f} | {np.exp(-6*s):.4f}")
print("NEGLECTED EFFECTS")
print(f"finite field, loss of steady P2: {100*finite_field:.4f} %")
print(f"induced/permanent steady P2: {100*induced_ratio:.2f} %")
print(f"induced torque, largest shift of curve: {induced_shape:.4f}")
print(f"spherical cavity field factor: {cavity:.3f}")
print(f"its factor in P2: {cavity**2:.2f}; in Delta n: {cavity**4:.2f}")
print(f"dipole tilt {np.degrees(tilt):.0f} deg, P2 factor: {tilt_factor:.3f}")
print(f"dipole coupling at mean spacing / kT: {coupling:.4f}")
print(f"solvent Kerr pedestal: {solvent_dn:.2e}")
print(f"pedestal / solute signal: {100*solvent_dn/delta_n:.1f} %")
print(f"voltage edge {edge_ns:.1f} ns, half-rise delay: "
      f"{(half_edge - tau_half)*ns:.2f} ns")
print(f"inertial friction time: {friction_time*1e15:.3f} fs")
print(f"P2/P1 decay-rate ratio, {jump_deg:.0f} deg jumps: {rate2/rate1:.3f}")
print(f"activation energy {activation_eV:.1f} eV, D change: "
      f"{100*warm:.1f} % per K")
print(f"field / rough dc breakdown field: {field_MV_cm/breakdown_MV_cm:.2f}")
print("no test failed")
```

Output:

```
TESTS ON THE FULL DIFFUSION EQUATION
largest error of rise formula: 1.2e-04
largest error of P1 formula: 5.1e-05
finite-field deviation ratio, xi 0.4 to 0.2: 3.910
area ratio rise/decay at xi 0.2: 3.988
INPUTS (rough)
temperature: 298 K; dipole: 5.0 D
D: 2.0e+07 1/s; field: 0.05 MV/cm
polarizability-volume anisotropy: 0.020 nm^3
solute: 30 kg/m^3; 0.249 kg/mol
molecule length: 1.8 nm
solvent permittivity: 2.1; index: 1.449
wavelength: 633 nm
solvent Kerr constant: 1.0e-15 m/V^2
RESULTS
kT: 25.68 meV; mu*E: 0.520 meV
xi: 0.02027; steady P2: 2.739e-05
number density: 0.0726 nm^-3
steady birefringence, no local field: 1.72e-07
1/(2D): 25.00 ns; 1/(6D): 8.33 ns
half-rise D*t: 0.5288; time: 26.44 ns
10-90 % rise time: 59.77 ns
half-decay time: 5.78 ns
t/ns | P1 rise | P2 formula | P2 grid | P2 decay
   5 | 0.1813 | 0.0463 | 0.0463 | 0.5488
  10 | 0.3297 | 0.1451 | 0.1451 | 0.3012
  25 | 0.6321 | 0.4731 | 0.4730 | 0.0498
  50 | 0.8647 | 0.7982 | 0.7982 | 0.0025
 100 | 0.9817 | 0.9725 | 0.9724 | 0.0000
NEGLECTED EFFECTS
finite field, loss of steady P2: 0.0039 %
induced/permanent steady P2: 3.29 %
induced torque, largest shift of curve: 0.0184
spherical cavity field factor: 1.212
its factor in P2: 1.47; in Delta n: 2.15
dipole tilt 10 deg, P2 factor: 0.955
dipole coupling at mean spacing / kT: 0.0210
solvent Kerr pedestal: 1.58e-08
pedestal / solute signal: 9.2 %
voltage edge 1.0 ns, half-rise delay: 1.02 ns
inertial friction time: 0.543 fs
P2/P1 decay-rate ratio, 30 deg jumps: 2.799
activation energy 0.3 eV, D change: 4.0 % per K
field / rough dc breakdown field: 0.25
no test failed
```
